\section*{Conservative finite volumes for steady spin drift-diffusion across a contact}

\section{A current that stays and a current that decays}

A 0.5 V bias drives electrons from a ferromagnetic metal through a thin contact into a semiconductor. On 1001 faces the computed charge current density is $-3440\ \mathrm{A/cm^2}$, with a relative spread of $4\times10^{-13}$. Along the same path the ratio of spin current to charge current falls from 0.500 deep in the metal to 0.325 at the contact, and to 0.012 about 10 µm into the semiconductor. When the bias is reversed the charge current changes in magnitude by less than 2\%, yet the contact polarization goes from $0.232$ to $-0.521$. The scheme below produces these numbers, and its closed solution explains them.

\section{Model and signs}

The metal occupies $-L_F<x<0$ and the n-type semiconductor $0<x<L_N$. Spins are collinear, and $s=\uparrow,\downarrow$ labels the channels. $J_s$ is conventional current along $+x$, so $J<0$ means electron injection into the semiconductor. The totals are
\begin{equation}
J=J_\uparrow+J_\downarrow,\qquad J_{\rm sp}=J_\uparrow-J_\downarrow .
\end{equation}

\textbf{Semiconductor.} With Boltzmann statistics, mobility $m$ equal for both spins, $V_T=k_BT/e$ and $D=mV_T$, define the channel potential
\begin{equation}
V_s=\phi-V_T\ln\frac{2n_s}{N}.
\end{equation}
Since $E=-\phi'$,
\begin{equation}
J_s=e m n_sE+eDn_s'=-emn_s\Big(\phi'-V_T\frac{n_s'}{n_s}\Big)=-emn_sV_s'.
\end{equation}
The electron particle flux is $-J_s/e$. If $n_\uparrow-n_\downarrow$ decays with time $\tau$, the up channel loses electrons, and the down channel gains them, at half the rate at which the difference decays:
\begin{equation}
\partial_tn_\uparrow=\frac{J_\uparrow'}{e}-\frac{n_\uparrow-n_\downarrow}{2\tau},\qquad
\partial_tn_\downarrow=\frac{J_\downarrow'}{e}+\frac{n_\uparrow-n_\downarrow}{2\tau}.
\end{equation}
In steady state, with $p=(n_\uparrow-n_\downarrow)/N$,
\begin{equation}
J_\uparrow'=R,\quad J_\downarrow'=-R,\quad R=\frac{eNp}{2\tau}
\quad\Rightarrow\quad J'=0,\quad J_{\rm sp}'=2R. \label{bal}
\end{equation}
Neutrality, $n_\uparrow+n_\downarrow=N$, removes the total diffusion current, so $J=\sigma_NE$ with $\sigma_N=emN$. The field is then uniform, which agrees with Poisson's equation at zero charge. Any depletion layer is lumped into the contact.

\textbf{Metal.} Here $J_s=-\sigma_sV_s'$ with $\sigma_{\uparrow,\downarrow}=\sigma_F(1\pm\beta)/2$. Let $w=V_\uparrow-V_\downarrow$. An excess of up electrons means $w<0$, and to linear order the flip term is $R=-\Gamma w$. The balances give $V_\uparrow''=\Gamma w/\sigma_\uparrow$ and $V_\downarrow''=-\Gamma w/\sigma_\downarrow$, hence
\begin{equation}
w''=\Gamma\Big(\frac1{\sigma_\uparrow}+\frac1{\sigma_\downarrow}\Big)w=\frac{4\Gamma}{\sigma_F(1-\beta^2)}\,w\equiv\frac{w}{\lambda^2},
\qquad \Gamma=\frac{\sigma_F(1-\beta^2)}{4\lambda^2}.
\end{equation}

\textbf{Contact and ends.} The contact is ohmic and conserves spin: $J_s=G_s[V_s(0^-)-V_s(0^+)]$, $G_{\uparrow,\downarrow}=(1\pm\gamma)/(2r_c)$. The outer ends are spin-relaxing reservoirs, with $V_s=0$ on the left and $V_s=V_b$ on the right.

\section{Discretization}

\textbf{Unknowns.} Both materials use $(V_\uparrow,V_\downarrow)$ at each node. In the semiconductor $n_{\uparrow,\downarrow}=N(1\pm p)/2$, so the difference and the mean of the two potentials are
\begin{align}
w&=-V_T\ln\frac{1+p}{1-p}=-2V_T\,\mathrm{artanh}\,p,\\
\tfrac12(V_\uparrow+V_\downarrow)&=\phi-\tfrac12V_T\ln(1-p^2).
\end{align}
Inverting, and using $1-\tanh^2=1/\cosh^2$,
\begin{equation}
p=-\tanh\frac{w}{2V_T},\qquad \phi=\tfrac12(V_\uparrow+V_\downarrow)-V_T\ln\cosh\frac{w}{2V_T}.
\end{equation}
Any finite $w$ gives $|p|<1$, so no Newton step can make a density negative.

\textbf{Face flux.} On an edge of length $h$ take $J_s$ and $E$ constant, and set $d=(\phi_R-\phi_L)/V_T$. Then $n'-(d/h)n=J_s/(eD)$. Multiplying by $e^{-dx/h}$ and integrating over the edge gives
\begin{equation}
n_Re^{-d}-n_L=\frac{J_sh}{eD}\,\frac{1-e^{-d}}{d}.
\end{equation}
Multiplication by $e^d$ and solution for $J_s$ yields
\begin{equation}
J_s=\frac{eD}{h}\big[B(d)n_R-B(-d)n_L\big],\qquad B(d)=\frac{d}{e^d-1}, \label{flux}
\end{equation}
because $B(-d)=d\,e^d/(e^d-1)$. For small $d$, $B\simeq1-d/2$, and the flux becomes a central difference. For large $|d|$ it takes the density from the side the electrons come from. Since $B(d)-B(-d)=-d$, the sum over spins is $J=-\sigma_N(\phi_R-\phi_L)/h$, the face version of $J=\sigma_NE$. A test integrates the edge equation numerically at $d=1.5$ and recovers $n_R$.

\textbf{Balance.} Two nodes coincide at $x=0$, one for each material, and the contact law is the flux between them. With node volume $v_i$, equal to $h/2$ at each of these two nodes and $h$ at other interior nodes,
\begin{equation}
J_{\uparrow,i+\frac12}-J_{\uparrow,i-\frac12}=R_iv_i,\qquad
J_{\downarrow,i+\frac12}-J_{\downarrow,i-\frac12}=-R_iv_i. \label{fv}
\end{equation}
The sum of the two equations is $J_{i+1/2}=J_{i-1/2}$ at every interior node and across the contact. Their difference removes $2R_iv_i$ from or adds it to the spin current. Continuity is thus an algebraic property of the solved equations: checking it verifies assembly and convergence of the solver, and says nothing about discretization error.

\section{Algorithm and cost}

\begin{verbatim}
V = 0 in metal; linear from 0 to Vb in semiconductor
repeat
  for each face: J_up, J_dn   (ohmic | contact | exponential)
  for each node: flip = R*v   (half volume at the contact)
  res_up = J_up[right] - J_up[left] - flip
  res_dn = J_dn[right] - J_dn[left] + flip
  done = max|res| < 1e-9 * |Vb| / R_ohm
  solve  Jacobian * step = -res      (banded)
  V += step * min(1, 3*VT / max|step_up - step_dn|)
until done                 (one step follows the small residual)
check spread of J_up + J_dn over all faces
\end{verbatim}

Here $R_{\rm ohm}=L_F/\sigma_F+r_c+L_N/\sigma_N$. A node couples to its two neighbours, so with interleaved unknowns the Jacobian has three diagonals on each side of the main one. Its entries follow from $f'(x)\simeq\mathrm{Im}\,f(x+i\epsilon)/\epsilon$, which involves no subtraction of nearly equal numbers. Nodes three apart affect different equations and can be perturbed together, so six residual evaluations give the whole matrix. Time and memory per iteration grow linearly with the number of nodes. The finest grid has 2000 unknowns and took five Newton iterations for each bias sign.

\section{Closed solution}

In the semiconductor the difference of the two currents is
\begin{equation}
J_{\rm sp}=\sigma_N(Ep+V_Tp'). \label{jsp}
\end{equation}
Inserting it in $J_{\rm sp}'=eNp/\tau$ and dividing by $emN$ gives
\begin{equation}
V_Tp''+Ep'-\frac{p}{m\tau}=0,\qquad
k_{1,2}=\frac{-E\mp\sqrt{E^2+4V_T/(m\tau)}}{2V_T}.
\end{equation}
With $p(L_N)=0$ and $t=e^{(k_1-k_2)L_N}$,
\begin{equation}
p=p_0\frac{e^{k_1x}-e^{k_1L_N+k_2(x-L_N)}}{1-t},\qquad
\frac{p'(0)}{p_0}=q=\frac{k_1-k_2t}{1-t}.
\end{equation}
The decay length away from the contact is $\ell=-1/k_1$. It tends to $m|E|\tau$ when a strong field carries electrons away from the contact, and to $V_T/E$ when it carries them towards it.

In the metal $J_{\uparrow,\downarrow}=(J\pm J_{\rm sp})/2$, so
\begin{equation}
w'=-\frac{J+J_{\rm sp}}{\sigma_F(1+\beta)}+\frac{J-J_{\rm sp}}{\sigma_F(1-\beta)}
=\frac{2(\beta J-J_{\rm sp})}{\sigma_F(1-\beta^2)} .
\end{equation}
The solution vanishing at $-L_F$ is $w=w_F\sinh[(x+L_F)/\lambda]/\sinh(L_F/\lambda)$, whence
\begin{equation}
w_F=2r_F[\beta J-J_{\rm sp}(0)],\qquad r_F=\frac{\lambda\tanh(L_F/\lambda)}{\sigma_F(1-\beta^2)}.
\end{equation}

At the contact let $\Delta\bar V$ be the left-minus-right jump of the mean potential and $\Delta w=w_F+2V_T\,\mathrm{artanh}\,p_0$ that of $w$. Adding and subtracting the two channel laws,
\begin{equation}
r_cJ=\Delta\bar V+\tfrac12\gamma\Delta w,\qquad r_cJ_{\rm sp}(0)=\gamma\Delta\bar V+\tfrac12\Delta w .
\end{equation}
Eliminating $\Delta\bar V$,
\begin{equation}
J_{\rm sp}(0)=\gamma J+\frac{(1-\gamma^2)\Delta w}{2r_c}. \label{con}
\end{equation}
Together with $J_{\rm sp}(0)=\sigma_N(E+V_Tq)p_0$ this is one scalar equation for $p_0$ at given $J$.

The bias fixes $J$. In the metal $J=-\sigma_F(\bar V+\beta w/2)'$, where $\bar V$ is the mean potential, so $\bar V(0^-)=-JL_F/\sigma_F-\beta w_F/2$. On the other side $\phi(0^+)=V_b+JL_N/\sigma_N$ and $\bar V(0^+)=\phi(0^+)-\tfrac12V_T\ln(1-p_0^2)$. Setting the difference equal to $\Delta\bar V=r_cJ-\gamma\Delta w/2$ gives
\begin{equation}
-V_b=JR_{\rm ohm}+U,\qquad
U=-\frac{\gamma\Delta w}{2}+\frac{\beta w_F}{2}-\frac{V_T}{2}\ln(1-p_0^2). \label{U}
\end{equation}

\section{Reading the numbers}

The parameters are round model values: $T=300$ K, $N=10^{17}\ \mathrm{cm^{-3}}$, $m=1000\ \mathrm{cm^2/(V\,s)}$, $\tau=1$ ns, $L_N=20$ µm, $\sigma_F=10^7$ S/m, $L_F=100$ nm, $\lambda=10$ nm, $\beta=0.5$, $r_c=2\times10^{-9}\ \Omega\,\mathrm{m^2}$, $\gamma=0.4$. They give $V_T=25.85$ mV and $\sigma_N=1602$ S/m.

\textbf{Injection.} The field is $-215$ V/cm and $\ell=3.01$ µm, against a zero-field length of 1.61 µm. Since $r_F\simeq1.3\times10^{-15}\ \Omega\,\mathrm{m^2}$ is far below $r_c$, $w_F$ can be dropped from (\ref{con}):
\begin{equation}
\frac{J_{\rm sp}(0)}{J}\simeq0.4-\frac{0.84\times0.02585\times0.2366}{2\times10^{-9}\times3.440\times10^{7}}=0.325,
\end{equation}
where $0.2366=\mathrm{artanh}\,0.2323$. The semiconductor side agrees. With $q\simeq-1/\ell$, (\ref{jsp}) gives $p_0[1-V_T/(E\ell)]=0.2323\times1.400=0.325$. In the metal the ratio falls from 0.500 to this value over a few $\lambda$. In the semiconductor it decays as $e^{-x/\ell}$: at $x=0.99$ µm, $0.325\,e^{-0.328}=0.234$, as computed.

The spin current entering the semiconductor is $0.3253\times3440=1119\ \mathrm{A/cm^2}$ in magnitude. Of this, $1117\ \mathrm{A/cm^2}$ relaxes inside, and the rest leaves at the far reservoir. Quadrature of the closed relaxation rate gives the same loss within the tested relative tolerance of $2\times10^{-3}$.

\textbf{Why the polarizations differ.} For $L_N\gg\ell$, $E+V_Tk_1=\tfrac12[E-\sqrt{E^2+4V_T/(m\tau)}]$. With $w_F$ neglected, both bias signs then obey
\begin{equation}
a|p_0|+\frac{(1-\gamma^2)V_T}{r_c}\,\mathrm{artanh}|p_0|=\gamma|J|,\qquad
a=\frac{\sigma_N}{2}\Big[\sqrt{E^2+\tfrac{4V_T}{m\tau}}-E\Big]. \label{mag}
\end{equation}
The left side increases with $|p_0|$, so a smaller $a$ requires a larger polarization. Injection has $E<0$: drift and diffusion both carry spin away from the contact, and $a$ is large. Extraction has $E>0$: drift brings spin back, $a$ is small and $\ell$ shrinks to 0.868 µm. With the field removed from the spin equation at the same currents, $p_0$ would be $0.370$ and $-0.364$. Drift therefore lowers the magnitude in injection and raises it in extraction; both inequalities are tested.

Two limits follow from (\ref{mag}). For strong injection $a\to|J|$ and $p_0\to\gamma$. This holds even when $\ell$ exceeds $L_N$, because $k_2\simeq|E|/V_T$ keeps $t$ exponentially small and $q\simeq k_1$. The approach is slow: $p_0=0.95\gamma$ needs about 1.65 kV/cm, and already at 1 kV/cm the up channel drops 0.3 V across the contact, far outside any assured ohmic range. For strong extraction $a\to0$ and $p_0\to-1$, a limit in which the ohmic contact law is itself doubtful. A third limit follows from (\ref{con}). If $r_c\to0$ at fixed $J$, $\Delta w$ must vanish, and $p_0\simeq-r_F\beta J/V_T$, about $9\times10^{-7}$ at the injection current. This limit is formal: it needs $r_c\ll r_F$, whereas the ballistic supply of electrons, $V_T/(eNv)$ with $v\sim10^5$ m/s, already sets a floor of order $10^{-11}\ \Omega\,\mathrm{m^2}$ at this doping. At $r_c=10^{-11}\ \Omega\,\mathrm{m^2}$ and $\gamma=0.4$ the model gives $p_0\simeq6\times10^{-3}$, still small. Without a selective contact resistance the metal imposes almost no polarization on this semiconductor.

\textbf{Why the currents differ.} The first and last terms of $U$ are $-2.45+0.72=-1.73$ mV in injection and $5.98+4.10=10.08$ mV in extraction. The logarithm is even in $p_0$, so it partly cancels the first term in one case and adds to it in the other. By (\ref{U}) the magnitudes of the two currents differ by $(10.08-1.73)\ \mathrm{mV}/(1.448\times10^{-8}\ \Omega\,\mathrm{m^2})=5.8\times10^5\ \mathrm{A/m^2}$, or $58\ \mathrm{A/cm^2}$, which is the rounded difference between the computed 3440.4 and 3382.7.

\section{Accuracy}

In injection the largest absolute error of $p$ falls from $6.4\times10^{-5}$ to $4.0\times10^{-6}$ over two grid halvings, with measured order 2.00. The largest error of $J_{\rm sp}/J$ falls from $7.8\times10^{-4}$ to $5.4\times10^{-5}$, with order 1.95.

The second error can be traced to the metal face next to the contact. Put $A=\beta J-J_{\rm sp}(0)$ and $L_F\gg\lambda$. The half volume changes the spin current by $\Gamma w_Fh=Ah/(2\lambda)$, while the true change over $h/2$ is $A(1-e^{-h/2\lambda})$. The difference is $A\,h^2/(8\lambda^2)$ to leading order. With $h=0.5$ nm and $A/J=0.175$ this is $5.5\times10^{-5}$, close to the printed value. Corrections of relative order $h/\lambda$ pull the measured order below 2. The metal grid must therefore resolve $\lambda$ if the spin-current profile in the metal is wanted. The contact polarization hardly depends on it: with a single metal cell $p_0$ at fixed $J$ shifts by less than $10^{-7}$.

\section{Stability and failure modes}

\textbf{Unbalanced flips.} If the down channel receives only $(1-\varepsilon)R_iv_i$, the sum of (\ref{fv}) leaves $\varepsilon R_iv_i$ in the charge balance. In the balanced solution $J_{\rm sp}/J$ drops by 0.50 across the device, so $\sum R_iv_i/J$ has magnitude 0.25. For $\varepsilon=0.05$ the estimated charge-current spread is 1.25\%; the control calculation gives 1.29\%. The continuity check exposes this fault.

\textbf{Faults it cannot expose.} A wrong $\tau$, $\Gamma$ or $\gamma$, or a coarse grid, leaves (\ref{fv}) balanced. The spread is below the tested limit of $10^{-9}$ on every grid, although the error of $p$ varies sixteenfold. Comparison with the closed solution exposes a coarse grid, or a coefficient coded wrongly in one of the two calculations, provided the fault changes the compared quantities by more than the tolerance. An error in $\sigma_F$ can escape: at fixed $\lambda$ and $\beta$, doubling it changes $J$ by less than one part in $10^6$, because the metal carries so little of the resistance. A wrong parameter value used in both passes that comparison too, and must be checked against independent data.

\textbf{Round-off.} The metal drops only $JL_F/\sigma_F\simeq0.34$ µV, or 1.7 nV per face on the finest grid. Zero potential belongs at the metal end. Had the metal been held near 0.5 V, double-precision spacing of $10^{-16}$ V would give a relative current noise of order $10^{-7}$; this is an estimate, not a computed case. $B(d)$ also needs its series near $d=0$, where the quotient becomes $0/0$.

\textbf{Newton iteration.} The damping limits the change of $w$ to $3V_T$ per step but does not guarantee convergence from every start. At $|w|/(2V_T)$ near 19, $\tanh$ rounds to one and the minority density is lost.

\textbf{Physics outside the model.} Spin-dependent mobility, degenerate statistics or a resolved depletion layer invalidate the neutral relation $J=\sigma_NE$ or the flux (\ref{flux}). Boltzmann statistics require $N$ to be far below the effective density of states of the band. In a parabolic band where the latter is $4.7\times10^{17}\ \mathrm{cm^{-3}}$, Fermi statistics would already raise $D/(mV_T)$ by about 4 to 11\%, depending on spin and bias sign. A resolved depletion layer needs $\phi$ as a third unknown with Poisson's equation. The ohmic contact is an assumption too: in injection the channel drops $|J_s|/G_s$ are 65 mV for up and 77 mV for down spins, more than $V_T$, and a real barrier may respond nonlinearly. A plain metal barrier of 0.7 eV on this doping would deplete about 100 nm, rectify, and have a thermionic resistance-area many orders of magnitude above the $r_c$ used here. So low a value presumes a thin tunnel contact on a heavily doped interface layer, and the near equality of the currents for the two bias signs is a property of the assumed ohmic law. With a bias-dependent contact law the balances (\ref{fv}) still conserve charge, but (\ref{con}) must be derived again.

\section*{Computed results}
\begin{verbatim}
thermal voltage: 25.852 mV at 300 K
donor density: 1.0e+17 cm^-3; mobility: 1000 cm^2/(V s)
spin decay time: 1.0 ns; semiconductor length: 20 um
semiconductor conductivity: 1602.2 S/m
zero-field spin diffusion length: 1.6079 um
metal: conductivity 1.0e+07 S/m, length 100 nm
metal: spin length 10 nm, beta 0.50
contact: resistance-area 2.0e-09 ohm m^2, gamma 0.40
ohmic resistance-area sum: 1.4483e-08 ohm m^2
--- injection, bias +0.50 V, finest grid 200 + 800 cells
charge current: -3440.373 A/cm^2 = -3.44037e+07 A/m^2
closed-solution charge current: -3440.373 A/cm^2
relative charge-current spread over faces: 4.3e-13
Newton iterations: 5
field in semiconductor: -214.731 V/cm
contact polarization p(0): 0.23231; closed: 0.23231
p(0) at same J without drift in spin equation: 0.37033
decay length: 3.0071 um; closed: 3.0070 um
spin part of voltage drop, left minus right: -1.7298 mV
spin current lost in semiconductor: -1117.365 A/cm^2; quadrature: -1117.360
max error of p, three grids: 6.42e-05, 1.61e-05, 4.02e-06; order 2.000
max error of J_sp/J, three grids: 7.78e-04, 2.09e-04, 5.41e-05; order 1.950
x =  -0.0997 um: J = -3440.373 A/cm^2, J_sp/J = 0.49998
x =  -0.0098 um: J = -3440.373 A/cm^2, J_sp/J = 0.43413
x =   0.0000 um: J = -3440.373 A/cm^2, J_sp/J = 0.32532
x =   0.9875 um: J = -3440.373 A/cm^2, J_sp/J = 0.23426
x =   2.9875 um: J = -3440.373 A/cm^2, J_sp/J = 0.12046
x =   9.9875 um: J = -3440.373 A/cm^2, J_sp/J = 0.01175
--- extraction, bias -0.50 V, finest grid 200 + 800 cells
charge current: 3382.695 A/cm^2 = 3.38270e+07 A/m^2
closed-solution charge current: 3382.691 A/cm^2
relative charge-current spread over faces: 4.3e-13
Newton iterations: 5
field in semiconductor: 211.131 V/cm
contact polarization p(0): -0.52148; closed: -0.52150
p(0) at same J without drift in spin equation: -0.36431
decay length: 0.8678 um; closed: 0.8678 um
spin part of voltage drop, left minus right: 10.0833 mV
spin current lost in semiconductor: 725.090 A/cm^2; quadrature: 725.062
max error of p, three grids: 2.85e-04, 7.13e-05, 1.78e-05; order 2.000
max error of J_sp/J, three grids: 1.36e-03, 3.65e-04, 9.44e-05; order 1.951
--- control: flip terms unbalanced by 5 %, injection bias
relative charge-current spread in control: 1.2925 %
\end{verbatim}
